# The Breit Hamiltonian for Two Dirac Particles and the Barker–Glover Formula: a program that tests the result

```python
# Barker-Glover formula from the Breit Hamiltonian (hbar=c=1 in tests, Hartree units in output).
# Particle 1: mass m, charge -e; particle 2: mass M, charge Ze; point Dirac particles, g=2.
# a=Z*alpha, Mt=m+M, mu=mM/Mt, k=Dirac kappa, f=Dirac-Coulomb energy/mass.  Claim, through a^4:
#  E-Mt = mu(f-1) - mu^2 (f-1)^2/(2Mt) + (1-delta_l0) a^4 mu^3/(2 n^3 M^2 k(2l+1))
# is the level of the part of the Breit Hamiltonian independent of the spin s2 of particle 2.
# The s2-dependent part W is traceless in each j block but mixes j=l+-1/2.
# The 1/M part (1-f^2)/2 (m=1) equals <p^2-(a/r)(alpha+n(alpha.n)).p>/2 on Dirac states.
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import lpmv
mp.mp.dps = 40
sig = [np.array(s, complex) for s in ([[0,1],[1,0]], [[0,-1j],[1j,0]], [[1,0],[0,-1]])]
I2 = np.eye(2); dot = lambda v: sum(v[i]*sig[i] for i in range(3))

# ---- exact-spinor Coulomb-gauge exchange versus momentum-space Breit terms (times q^2/(-4 pi a))
def vertex(p, pp, m):
    def U(v):
        E = np.sqrt(m*m + v@v)
        return np.sqrt((E+m)/(2*E))*np.vstack([I2, dot(v)/(E+m)])
    al = [np.block([[0*s, s], [s, 0*s]]) for s in sig]
    return U(pp).conj().T@U(p), [U(pp).conj().T@x@U(p) for x in al]
def amp_residual(s, m=1.0, M=3.0):
    p = s*np.array([.3,-.7,.5]); pp = s*np.array([.9,.4,-.2]); q = pp-p; q2 = q@q
    r1, J1 = vertex(p, pp, m); r2, J2 = vertex(-p, -pp, M)
    T = np.eye(3)-np.outer(q, q)/q2
    exact = np.kron(r1, r2)-sum(T[i,j]*np.kron(J1[i], J2[j]) for i in range(3) for j in range(3))
    c = np.cross(pp, p); I4 = np.eye(4); ss = sum(np.kron(x, x) for x in sig)
    terms = [-q2/(8*m*m)*I4, -q2/(8*M*M)*I4, c@c/(m*M*q2)*I4,
             1j*np.kron(dot(c), I2)*(1/(4*m*m)+1/(2*m*M)),
             1j*np.kron(I2, dot(c))*(1/(4*M*M)+1/(2*m*M)),
             -(ss*q2-np.kron(dot(q), dot(q)))/(4*m*M)]
    return np.linalg.norm(exact-I4-sum(terms)), min(np.linalg.norm(t) for t in terms)
res1, small = amp_residual(1e-3)
assert res1 < 1e-2*small
ratio = amp_residual(2e-2)[0]/amp_residual(1e-2)[0]
assert abs(ratio-16) < 0.5                      # remainder is of order v^4

# ---- coordinate kernels (1/r <-> 4pi/q^2, -r/2 <-> 4pi/q^4) and kinetic expansion
X = sp.symbols('x y z', positive=True); rr = sp.sqrt(sum(v*v for v in X)); d = sp.eye(3)
assert sp.simplify(sum(sp.diff(-rr/2, v, 2) for v in X)+1/rr) == 0
G = sp.Matrix(3, 3, lambda i, j: d[i,j]/rr-sp.diff(rr, X[i], X[j])/2)
for i in range(3):
    assert sp.simplify(sum(sp.diff(G[j,i], X[j]) for j in range(3))) == 0
    for j in range(i, 3):
        assert sp.simplify(G[i,j]-(d[i,j]+X[i]*X[j]/rr**2)/(2*rr)) == 0
        assert sp.simplify(sp.diff(1/rr, X[i], X[j])-(3*X[i]*X[j]/rr**2-d[i,j])/rr**3) == 0
m, M, t, r = sp.symbols('m M t r', positive=True); mu = m*M/(m+M)
assert sp.simplify(sp.diff(sp.sqrt(m**2+t), t, 2).subs(t, 0)/2+1/(8*m**3)) == 0

# ---- radial integrals from explicit wave functions R=P(r)exp(-r/n), units mu*a=1
def mom(e, n):
    tot = 0
    for term in sp.Add.make_args(sp.expand(e)):
        c, k = term.as_coeff_exponent(r); assert k >= 0
        tot += c*sp.factorial(k)*sp.Rational(n, 2)**(k+1)
    return tot
rad, Pol = {}, {}
for n in range(1, 5):
    for l in range(n):
        P = sp.expand(r**l*sp.assoc_laguerre(n-l-1, 2*l+1, 2*r/n)); Pol[n,l] = P
        D = lambda u: sp.diff(u, r)-u/n
        lap = D(D(P))+2*D(P)/r-l*(l+1)*P/r**2
        assert sp.expand(-lap/2-P/r+P/(2*n*n)) == 0
        N = mom(P*P*r*r, n); lam = l+sp.Rational(1, 2); dl = int(l == 0)
        p4 = mom(lap**2*r*r, n)/N; orb = mom(2*D(P)**2*r+l*(l+1)*P*P/r, n)/N
        r3 = mom(P*P/r, n)/N if l else sp.Integer(0); R0 = P.subs(r, 0)**2/N
        assert p4 == 4/(n**3*lam)-sp.Rational(3, n**4) and R0 == sp.Rational(4*dl, n**3)
        assert orb == 3/(n**3*lam)-sp.Rational(2, n**4)-sp.Rational(2*dl, n**3)
        if l: assert r3 == 1/(n**3*l*lam*(l+1))
        rad[n,l] = (p4, R0, orb, r3)
for n, l in [(3,0), (4,0), (4,1)]:
    assert mom(Pol[n,l]*Pol[n,l+2]/r, n) == 0   # no l -> l+2 tensor coupling in a shell
# 1s orbit-orbit term directly in momentum space, kernel 4pi|p x p'|^2/q^4
def outer(s):
    J = quad(lambda w: .5*np.exp(3*w)/((1+np.exp(w))*(1+s*s*np.exp(w)))**2,
             -40, 40-2*np.log(s), limit=300)[0]
    return ((1+s*s)*np.arctanh(s)/s-1)*s*s*J
orb_p = 64/np.pi**2*quad(outer, 0, 1, limit=200)[0]
assert abs(orb_p-float(rad[1,0][2])/2) < 1e-6

# ---- spin-angular matrices on l x s1 x s2
def jmat(j):
    ms = j-np.arange(int(round(2*j+1)))
    up = np.diag(np.sqrt(j*(j+1)-ms[1:]*(ms[1:]+1)), 1).astype(complex)
    return [(up+up.T)/2, (up-up.T)/2j, np.diag(ms).astype(complex)]
def quadru(l):                                  # n_i n_j - delta/3 inside fixed l
    L = jmat(l); E = np.eye(2*l+1)
    return [[-(L[i]@L[j]+L[j]@L[i]-(i == j)*2/3*l*(l+1)*E)/((2*l-1)*(2*l+3))
             for j in range(3)] for i in range(3)]
xg, wg = np.polynomial.legendre.leggauss(12)
for l in (1, 2, 3):
    for mm in range(l+1):
        w = wg*lpmv(mm, l, xg)**2
        assert abs(w@xg**2/w.sum()-1/3-quadru(l)[2][2][l-mm, l-mm]) < 1e-12
def ang(l):
    E = np.eye(2*l+1); k3 = lambda A, B, C: np.kron(np.kron(A, B), C); s = jmat(.5); L = jmat(l)
    Ls1 = sum(k3(L[i], s[i], I2) for i in range(3)); Ls2 = sum(k3(L[i], I2, s[i]) for i in range(3))
    ss = sum(k3(E, s[i], s[i]) for i in range(3)); Q = quadru(l)
    S = 3*sum(k3(Q[i][j], s[i], s[j]) for i in range(3) for j in range(3))
    Jv = [k3(L[i], I2, I2)+k3(E, s[i], I2) for i in range(3)]
    ev, V = np.linalg.eigh(sum(x@x for x in Jv)); Pr = {}
    for k in ([-(l+1), l] if l else [-1]):
        B = V[:, abs(ev-(k*k-.25)) < 1e-9]; Pr[k] = B@B.conj().T
    return Ls1, Ls2, ss, S, Pr
def pieces(n, l, Ls):                           # kinetic, Darwin, orbit, spin-orbit, over a^4
    p4, R0, orb, r3 = rad[n,l]
    return [-mu**4*p4/8*(1/m**3+1/M**3), mu**3*R0/8*(1/m**2+1/M**2),
            -mu**3*orb/(2*m*M), mu**3*r3*(1/(2*m**2)+1/(m*M))*Ls]

# ---- symbolic-mass comparison with the a^4 Taylor coefficient of the closed formula
BG4, PC = {}, {}
for (n, l) in rad:
    Ls1, _, _, _, Pr = ang(l)
    for k, Pk in Pr.items():
        Ls = sp.nsimplify(round((np.trace(Pk@Ls1)/np.trace(Pk)).real, 10), rational=True)
        assert Ls == -sp.Rational(k+1, 2)
        f = (1+t/(n-abs(k)+sp.sqrt(k*k-t))**2)**sp.Rational(-1, 2)
        f1 = sp.diff(f, t).subs(t, 0); f2 = sp.diff(f, t, 2).subs(t, 0)/2
        assert f1 == -sp.Rational(1, 2*n*n)
        assert f2 == sp.Rational(3, 8*n**4)-sp.Rational(1, 2*n**3*abs(k))
        lterm = mu**3/(2*n**3*M**2*k*(2*l+1))
        BG4[n,l,k] = mu*f2-mu**2*f1**2/(2*(m+M))+(lterm if l else 0)
        PC[n,l,k] = pieces(n, l, Ls)
        assert sp.cancel(sp.together(sum(PC[n,l,k])-BG4[n,l,k])) == 0
        if l == 0:                              # remove Darwin term of particle 2
            noD = sum(PC[n,l,k])-mu**3*rad[n,l][1]/(8*M**2)
            assert sp.cancel(sp.together(noD-BG4[n,l,k]-lterm)) == 0

# ---- full Breit matrix including s2
def full(n, l, Mv):
    Ls1, Ls2, ss, S, Pr = ang(l); u = Mv/(1+Mv); _, R0, _, r3 = map(float, rad[n,l])
    c = [float(e.subs({m: 1, M: Mv})) for e in pieces(n, l, 1)]
    H0 = sum(c[:3])*np.eye(len(ss))+c[3]*Ls1
    W = u**3*(r3*((.5/Mv**2+1/Mv)*Ls2+S/Mv)+2*R0/(3*Mv)*ss)
    return H0, W, Pr
bg4 = lambda n, l, k, Mv: float(BG4[n,l,k].subs({m: 1, M: Mv}))
for Mv in (3.0, 100.0):
    for n, l in [(1,0), (2,0), (2,1), (3,1), (3,2)]:
        H0, W, Pr = full(n, l, Mv); assert np.linalg.norm(W) > 1e-6
        for k, Pk in Pr.items():
            assert abs(np.trace(Pk@(H0+W))/np.trace(Pk)-bg4(n, l, k, Mv)) < 1e-13
        if l == 1:
            w2 = np.trace(Pr[1]@W@Pr[-2]@W).real/3
            assert abs(w2/(2*((Mv/(1+Mv))**2/(18*n**3*Mv))**2)-1) < 1e-10
def mixing(n, Mv):
    H0, W, Pr = full(n, 1, Mv); ev = np.linalg.eigvalsh(H0+W); u = Mv/(1+Mv)
    s1, s3 = ev[:4].mean()-bg4(n,1,1,Mv), ev[4:].mean()-bg4(n,1,-2,Mv)
    w = np.sqrt(2)*u*u/(18*n**3*Mv); gap = (1-u*u/Mv**2)*u/(4*n**3)
    assert abs(gap-bg4(n,1,-2,Mv)+bg4(n,1,1,Mv)) < 1e-13
    assert abs(s1/(-.75*w*w/gap)-1) < 5/Mv and abs(s3/(.375*w*w/gap)-1) < 5/Mv  # next order ~m/M
    return s1, s3, w, gap, s1/(u**3/(6*n**3*Mv**2))
for n in (2, 3):
    assert abs(mixing(n, 1000.0)[4]+1/9) < 1e-3

# ---- Dirac-Coulomb expectation of the Breit recoil operator (m=1)
fD = lambda n, k, a: 1/mp.sqrt(1+a*a/(n-abs(k)+mp.sqrt(k*k-a*a))**2)
def terms(n, l, k, a, Mv):
    u = Mv/(1+Mv); g = fD(n, k, a)-1
    return [u*g, -u*u*g*g/(2*(1+Mv)), a**4*u**3/(2*n**3*Mv**2*k*(2*l+1)) if l else mp.mpf(0)]
lk = lambda k: k if k > 0 else -k-1
for a in (mp.mpf('0.3'), mp.mpf('0.6')):
    for n, k in [(1,-1), (2,-1), (2,1), (2,-2), (3,-1), (3,2)]:
        e = fD(n, k, a); lm = mp.sqrt(1-e*e); ga = mp.sqrt(k*k-a*a)
        g, h = [mp.mpf(1)], [(ga+k)/a]
        for i in range(1, n-abs(k)+2):
            u, v = lm*g[-1]+(e+1)*h[-1], lm*h[-1]+(1-e)*g[-1]; det = i*(2*ga+i)
            g.append(((ga+i-k)*u+a*v)/det); h.append(((ga+i+k)*v-a*u)/det)
        assert abs(g[-1])+abs(h[-1]) < 1e-30    # series terminates: f is the eigenvalue
        der = lambda c: [(ga+i)*c[i]-(lm*c[i-1] if i else 0) for i in range(len(c))]
        I = lambda u, v, s: sum(x*y*mp.gamma(2*ga+i+j+s+1)/(2*lm)**(2*ga+i+j+s+1)
                                for i, x in enumerate(u) for j, y in enumerate(v))
        dg, dh = der(g), der(h); N = I(g,g,0)+I(h,h,0); l, lb = lk(k), lk(-k)
        p2 = I(dg,dg,-2)+I(dh,dh,-2)+l*(l+1)*I(g,g,-2)+lb*(lb+1)*I(h,h,-2)
        rad_t = a*(I(h,dg,-2)-I(g,dh,-2)); rec = (p2-2*rad_t-2*k*a*I(h,g,-2))/(2*N)
        assert abs((I(g,g,0)-I(h,h,0))/N-e) < 1e-25
        assert abs(2*k*I(g,h,-2)-a*(I(g,g,-2)+I(h,h,-2)))/N < 1e-25
        big = mp.mpf(10)**12
        assert abs(rec-(1-e*e)/2) < 1e-25
        assert abs((sum(terms(n, l, k, a, big))-(e-1))*big-rec) < 1e-9
rec_last = (rec, (1-e*e)/2)

# ---- worked example, Hartree units
Z, Mv = 2, 100.0; al = sc.fine_structure; a = Z*al; c2 = 1/al**2; u = Mv/(1+Mv)
Hz = sc.physical_constants['hartree-hertz relationship'][0]; unit = a**4*c2
print(f"inputs: m=1 me, M={Mv:g} me, Z={Z}, c={1/al:.6f} au, Z*alpha={a:.8f}")
print(f"mu={u:.8f} me, x=mu/Mt={u/(1+Mv):.8e}, y=mu^2/M^2={(u/Mv)**2:.8e}")
print(f"mu c^2 (Z alpha)^4 = {u*unit:.8e} Eh; 1 Eh = {Hz/1e9:.4f} GHz")
print(f"amplitude remainder ratio on doubling momenta = {ratio:.3f}")
print(f"1s orbit kernel, momentum space = {orb_p:.8f} (mu a)^3")
print(f"Dirac 3d3/2, a=0.6: <recoil op>*M = {float(rec_last[0]):.10f}, (1-f^2)/2 = {float(rec_last[1]):.10f} m^2")
E = {}
for name, n, l, k in [('1S1/2',1,0,-1), ('2S1/2',2,0,-1), ('2P1/2',2,1,1), ('2P3/2',2,1,-2)]:
    pc = [float(e.subs({m: 1, M: Mv}))*unit for e in PC[n,l,k]]
    tm = [x*c2 for x in terms(n, l, k, mp.mpf(a), mp.mpf(Mv))]; E[name] = sum(tm)
    E2 = -u*Z*Z/(2*n*n); rem = float(E[name]-E2-sum(pc))
    assert abs(rem) < 0.1*u*c2*a**6
    p4, R0, orb, r3 = rad[n,l]
    print(f"{name} radial (mu a=1): p4={p4}, R0^2={R0}, orbit={orb}" + (f", r^-3={r3}" if l else ""))
    print(f"{name} kinetic {pc[0]:.6e}, Darwin {pc[1]:.6e} Eh")
    print(f"{name} orbit {pc[2]:.6e}, spin-orbit {pc[3]:.6e} Eh")
    print(f"{name} Schrodinger {E2:.10f}, Breit sum {sum(pc):.6e} Eh")
    print(f"{name} f-1 = {float(fD(n,k,mp.mpf(a))-1):.10e}, mu c^2(f-1) = {float(tm[0]):.10f} Eh")
    print(f"{name} (f-1)^2 term {float(tm[1]):.6e}, l term {float(tm[2]):.6e} Eh")
    print(f"{name} total {float(E[name]):.10f}, minus (Schr.+Breit) {rem:.3e} Eh")
fs = float(E['2P3/2']-E['2P1/2']); ps = float(E['2P1/2']-E['2S1/2'])
print(f"2P3/2-2P1/2 = {fs:.8e} Eh = {fs*Hz/1e9:.5f} GHz")
print(f"2P1/2-2S1/2 = {ps:.6e} Eh = {ps*Hz/1e6:.4f} MHz")
s1, s3, w, gap, rat = mixing(2, Mv)
print(f"2P F=1 mixing |w| = {w*unit:.6e} Eh, a^4 gap = {gap*unit:.6e} Eh")
print(f"w^2/gap = {w*w/gap*unit:.6e} Eh")
print(f"centroid shift 2P1/2 = {s1*unit:.5e} Eh = {s1*unit*Hz/1e6:.4f} MHz")
print(f"centroid shift 2P3/2 = {s3*unit:.5e} Eh = {s3*unit*Hz/1e6:.4f} MHz")
print(f"shift / l term (2P1/2): M=100 {rat:.5f}, M=1000 {mixing(2,1000.0)[4]:.5f}")
print("PASS")
```

Printed output:

```
inputs: m=1 me, M=100 me, Z=2, c=137.035999 au, Z*alpha=0.01459471
mu=0.99009901 me, x=mu/Mt=9.80296049e-03, y=mu^2/M^2=9.80296049e-05
mu c^2 (Z alpha)^4 = 8.43585813e-04 Eh; 1 Eh = 6579683.9205 GHz
amplitude remainder ratio on doubling momenta = 15.996
1s orbit kernel, momentum space = 1.00000000 (mu a)^3
Dirac 3d3/2, a=0.6: <recoil op>*M = 0.0204179861, (1-f^2)/2 = 0.0204179861 m^2
1S1/2 radial (mu a=1): p4=5, R0^2=4, orbit=2
1S1/2 kinetic -5.117356e-04, Darwin 4.135233e-04 Eh
1S1/2 orbit -8.269638e-06, spin-orbit 0.000000e+00 Eh
1S1/2 Schrodinger -1.9801980198, Breit sum -1.064819e-04 Eh
1S1/2 f-1 = -1.0650838091e-04, mu c^2(f-1) = -1.9803034793 Eh
1S1/2 (f-1)^2 term -1.033815e-06, l term 0.000000e+00 Eh
1S1/2 total -1.9803045131, minus (Schr.+Breit) -1.134e-08 Eh
2S1/2 radial (mu a=1): p4=13/16, R0^2=1/2, orbit=3/8
2S1/2 kinetic -8.315703e-05, Darwin 5.169041e-05 Eh
2S1/2 orbit -1.550557e-06, spin-orbit 0.000000e+00 Eh
2S1/2 Schrodinger -0.4950495050, Breit sum -3.301718e-05 Eh
2S1/2 f-1 = -2.6627449739e-05, mu c^2(f-1) = -0.4950824612 Eh
2S1/2 (f-1)^2 term -6.461515e-08, l term 0.000000e+00 Eh
2S1/2 total -0.4950825258, minus (Schr.+Breit) -3.694e-09 Eh
2P1/2 radial (mu a=1): p4=7/48, R0^2=0, orbit=1/8, r^-3=1/24
2P1/2 kinetic -1.492562e-05, Darwin 0.000000e+00 Eh
2P1/2 orbit -5.168524e-07, spin-orbit -1.757298e-05 Eh
2P1/2 Schrodinger -0.4950495050, Breit sum -3.301545e-05 Eh
2P1/2 f-1 = -2.6627449739e-05, mu c^2(f-1) = -0.4950824612 Eh
2P1/2 (f-1)^2 term -6.461515e-08, l term 1.722841e-09 Eh
2P1/2 total -0.4950825241, minus (Schr.+Breit) -3.694e-09 Eh
2P3/2 radial (mu a=1): p4=7/48, R0^2=0, orbit=1/8, r^-3=1/24
2P3/2 kinetic -1.492562e-05, Darwin 0.000000e+00 Eh
2P3/2 orbit -5.168524e-07, spin-orbit 8.786491e-06 Eh
2P3/2 Schrodinger -0.4950495050, Breit sum -6.655982e-06 Eh
2P3/2 f-1 = -2.6626031697e-05, mu c^2(f-1) = -0.4950560956 Eh
2P3/2 (f-1)^2 term -6.460827e-08, l term -8.614207e-10 Eh
2P3/2 total -0.4950561611, minus (Schr.+Breit) -1.772e-10 Eh
2P3/2-2P1/2 = 2.63629893e-05 Eh = 173.46014 GHz
2P1/2-2S1/2 = 1.722841e-09 Eh = 11.3358 MHz
2P F=1 mixing |w| = 8.202767e-08 Eh, a^4 gap = 2.635947e-05 Eh
w^2/gap = 2.552608e-10 Eh
centroid shift 2P1/2 = -1.94855e-10 Eh = -1.2821 MHz
centroid shift 2P3/2 = 9.74273e-11 Eh = 0.6410 MHz
shift / l term (2P1/2): M=100 -0.11310, M=1000 -0.11131
PASS
```
